Why the hydrostatic piezoelectric response of tetragonal perovskites is weak

A tetragonal crystal with round model parameters has d33 = 316 pm/V along its polar axis and d31 = −126 pm/V across it. Both are large. Yet its hydrostatic coefficient, which measures the change of volume in a field along the polar axis, is

d_h = d33 + 2 d31 = 316.2 − 2 × 126.5 = 63 pm/V,

one fifth of d33. The crystal responds strongly to the field, but mostly by changing shape. In electrostrictive terms, Q11 = 0.10 m⁴/C² is largely cancelled by 2Q12 = −0.08 m⁴/C². In common ferroelectric perovskites −Q12/Q11 lies between roughly 0.3 and nearly 0.5, so the cancellation is substantial but incomplete. Symmetry does not require it. In this model its origin lies in how the crystal carries the stress set up by its own polarization; in a real crystal a direct transverse coupling, discussed below, can contribute substantially as well.

**From polarization to strain**

Consider a single domain whose parent phase is cubic. Let P be the polarization, e1 to e3 the normal strains and e4 to e6 the engineering shears, all measured from the cubic state. SI units are used. Elasticity is linear, strain couples to the square of P, and strain gradients are neglected. The energy density, including the work of an applied field E and stress σ, is

f = a1 Σ P_i² + b11 Σ P_i⁴ + b12 (P1²P2² + P2²P3² + P3²P1²)
 + ½C11 (e1² + e2² + e3²) + C12 (e1e2 + e2e3 + e3e1) + ½C44 (e4² + e5² + e6²)
 − q11 Σ e_i P_i² − q12 [e1(P2² + P3²) + e2(P3² + P1²) + e3(P1² + P2²)]
 − q44 (e4P2P3 + e5P3P1 + e6P1P2) − E·P − Σ σ_i e_i.

At zero applied stress, ∂f/∂e1 = 0 gives

C11 e1 + C12 (e2 + e3) = q11 P1² + q12 (P2² + P3²),

and the equations for e2 and e3 follow by permuting the axes. The right-hand side is the internal stress exerted by the polarization.

Adding the three equations isolates the volume strain. Each strain appears once with C11 and twice with C12, and each P_i² once with q11 and twice with q12:

(C11 + 2C12)(e1 + e2 + e3) = (q11 + 2q12)|P|².

Subtracting the first equation from the third isolates the change of shape:

(C11 − C12)(e3 − e1) = (q11 − q12)(P3² − P1²).

The electrostrictive coefficients are defined at zero stress by e3 = Q11P3² + Q12(P1² + P2²) and its permutations. The same sum and difference of these definitions give

Q_h ≡ Q11 + 2Q12 = (q11 + 2q12)/(C11 + 2C12),
Q_s ≡ Q11 − Q12 = (q11 − q12)/(C11 − C12).

Since Q_h + 2Q_s = 3Q11 and Q_h − Q_s = 3Q12,

Q11 = (Q_h + 2Q_s)/3, Q12 = (Q_h − Q_s)/3.

The shears obey C44e4 = q44P2P3, so Q44 = q44/C44. They do not enter the volume strain at this order, which is therefore Q_h|P|² for any direction of P.

If Q_h is much smaller than Q_s, these formulas give Q11 ≈ 2Q_s/3 and Q12 ≈ −Q_s/3. Both coefficients are then large and of opposite sign, because both describe mainly the same change of shape: extension along P and contraction across it at nearly constant volume.

In the example, C11 = 270 GPa, C12 = 180 GPa, q11 = 12.6 × 10⁹ J m/C² and q12 = 0. The volume stiffness C11 + 2C12 is 630 GPa, and the shape stiffness C11 − C12 is 90 GPa. Hence

Q_h = 12.6/630 = 0.02 m⁴/C², Q_s = 12.6/90 = 0.14 m⁴/C²,
Q11 = (0.02 + 0.28)/3 = 0.10 m⁴/C²,
Q12 = (0.02 − 0.14)/3 = −0.04 m⁴/C².

With q12 = 0 the polarization drives volume and shape with equal coupling constants. The sevenfold difference between Q_h and Q_s comes entirely from the stiffnesses.

**The crystal as a loaded rod**

When q12 = 0 and P lies along axis 3, the internal stress is uniaxial: q11P² along axis 3 and zero across it. The crystal stretches along the axis and contracts sideways, as a rod does under tension. Inserting q12 = 0 in the formulas for Q11 and Q12 and using a common denominator gives

Q11 = (q11/3)[1/(C11 + 2C12) + 2/(C11 − C12)]
 = q11 (C11 + C12)/[(C11 + 2C12)(C11 − C12)],

Q12 = (q11/3)[1/(C11 + 2C12) − 1/(C11 − C12)]
 = −q11 C12/[(C11 + 2C12)(C11 − C12)].

Their ratio is minus the Poisson ratio ν for a load along a cube axis:

Q12/Q11 = −C12/(C11 + C12) = −ν,
Q_h/Q11 = 1 − 2ν.

Here ν = 180/450 = 0.40, which leaves 1 − 2ν = 0.20. Complete cancellation would need ν = 1/2. With positive C12, this limit is approached as the shape stiffness becomes small beside the volume stiffness.

Removing the elastic coupling tests this explanation. With C12 = 0 and q12 = 0 there is no sideways contraction, and numerical minimization of the full energy gives d_h/d33 = 1. In that comparison b12 was raised to keep the tetragonal phase stable; b12 does not enter the ratio.

A nonzero q12 adds a direct transverse stress. Taking q12 = −1 × 10⁹ J m/C² lowers d_h/d33 from 0.20 to 0.16, while +1 × 10⁹ J m/C² raises it to 0.25. These values of q12 are only 8% of q11, yet they shift the ratio by more than 20%, because d_h is a small difference. The rod picture is therefore quantitative only when |q12| is a few per cent of q11. Whether this holds is a property of the material that the phenomenology does not predict, and in some perovskites −Q12/Q11 clearly exceeds the Poisson ratio, which signals a sizeable negative q12. It can be checked from measured constants. For P along axis 3, the transverse equilibrium equation, divided by P², reads

q12 = C11Q12 + C12(Q11 + Q12).

In the example this is 270 × (−0.04) + 180 × 0.06 = 0, in units of 10⁹ J m/C².

**How large the field response is**

In the tetragonal phase P = (0, 0, P), with e3 = Q11P² and e1 = e2 = Q12P². Let χ33 = ∂P3/∂E3 at fixed stress, in F/m. The chain rule gives

d33 = ∂e3/∂E3 = 2Q11χ33P,
d31 = ∂e1/∂E3 = 2Q12χ33P,
d_h = d33 + 2d31 = 2Q_hχ33P.

The factor χ33P is common to all three, so

d_h/d33 = Q_h/Q11 = 1 + 2Q12/Q11.

The absolute size requires χ33 and P. For P along axis 3, write the internal stress as τ = (q12, q12, q11)P² and the strain as e = (Q12, Q12, Q11)P². The strain part of the energy is ½e·Ce − e·τ. Since Ce = τ in equilibrium, it equals −½e·τ, or −½(q11Q11 + 2q12Q12)P⁴. The quartic coefficient at zero stress is therefore

a11 = b11 − ½(q11Q11 + 2q12Q12)
 = (0.88 − ½ × 12.6 × 0.10) × 10⁹ = 0.25 × 10⁹ J m⁵/C⁴.

Minimizing a1P² + a11P⁴ − E3P gives

2a1P + 4a11P³ = E3.

At E3 = 0 the polar solution is P² = −a1/(2a11). Differentiating the equation of state and inserting this solution gives

1/χ33 = 2a1 + 12a11P² = 2a1 − 6a1 = −4a1.

With a1 = −0.05 × 10⁹ J m/C², P² = 0.05/0.50 = 0.10 C²/m⁴, so P = 0.316 C/m² and χ33 = 5.0 nF/m. The spontaneous strain is 1.0% along the axis and −0.4% across it, leaving a volume strain of 0.2%. The coefficients follow:

d33 = 2 × 0.10 × 5.0 × 10⁻⁹ × 0.316 = 316 pm/V,
d_h = 2 × 0.02 × 5.0 × 10⁻⁹ × 0.316 = 63 pm/V.

Finite differences between numerically found equilibria of the full energy agree with these formulas.

A small ratio does not imply a small absolute response. In this mean-field model with a continuous transition,

χ33P = [1/(4|a1|)] √(|a1|/(2a11)) = 1/[4√(2a11|a1|)].

This grows as |a1|^(−1/2) on approaching the transition. Reducing |a1| tenfold multiplies each coefficient by √10: d33 becomes 1000 pm/V and d_h becomes 200 pm/V, still in the ratio 0.20. If a sixth-order term in P is needed, as at a discontinuous transition, P and χ33 change, but d_h/d33 does not as long as strain remains quadratic in P.

A field across the polar axis separates shape from volume completely at linear order. It rotates P and shears the cell with d15 = Q44χ11P = 250 pm/V, where χ11 = ∂P1/∂E1. The volume strain Q_h|P|² does not change to first order, because the induced polarization is perpendicular to P.

**The same cancellation under pressure**

Let G(E, σ) be the minimum of f over P and e. At the minimum, only the explicit dependence on E and σ contributes to its differential:

dG = −P·dE − Σ e_i dσ_i.

Equality of the mixed second derivatives gives ∂P3/∂σ_i = ∂e_i/∂E3. For normal stresses on the tetragonal crystal,

dP3 = d31(dσ1 + dσ2) + d33 dσ3.

Tensile stress is positive, so a pressure p means σ1 = σ2 = σ3 = −p, and

dP3/dp = −(d33 + 2d31) = −d_h = −63 pC/N.

The units pC/N and pm/V are equal. Here P is referred to the unstrained crystal, without a correction for the changing electrode area. Compression along the polar axis reduces P, while compression from the sides increases it. Under hydrostatic pressure the two effects largely cancel.

The paraelectric phase shows the same balance. With applied stress, the strain equations become Ce = τ + σ. Substitution in the energy gives −½(τ + σ)·C⁻¹(τ + σ), whose cross term is −σ·C⁻¹τ. Since C⁻¹τ is the electrostrictive strain, the part quadratic in P3 is −(Q12σ1 + Q12σ2 + Q11σ3)P3². Differentiating twice and setting P = 0 gives

1/χ33 = 2a1 − 2(Q12σ1 + Q12σ2 + Q11σ3).

For a1 = +0.05 × 10⁹ J m/C² the unloaded value is 100 × 10⁶ m/F. A compression of 1 GPa along axis 3 adds 200 × 10⁶ m/F. The same compression along axis 1 or axis 2 subtracts 80 × 10⁶ m/F. Hydrostatic pressure adds the sum, 200 − 80 − 80 = 40 × 10⁶ m/F. Pressure therefore opposes polarization along axis 3, but five times less effectively than compression along that axis. Hydrostatic pressure acts equally on all three components of P, so it stabilizes the nonpolar phase. Compression along axis 3 alone does not: by the same formula with the axes permuted, it lowers 1/χ11 and 1/χ22 by 80 × 10⁶ m/F each, which favours polarization across the axis.

**What changes in a rhombohedral crystal**

The volume law survives a change of phase. Differentiating Q_h|P|² with respect to a field component gives

d_h,i = 2Q_h Σ_j P_jχ_ji,

where χ_ji = ∂P_j/∂E_i. The ratio found for the tetragonal phase does not survive. With P along [111], each P_i² is P²/3, so each normal strain is Q_hP²/3 and each engineering shear is Q44P²/3. The elongation along the unit vector n = (1, 1, 1)/√3 is

Σ e_in_i² + e4n2n3 + e5n3n1 + e6n1n2
 = Q_hP²/3 + 3 × (Q44P²/3) × (1/3)
 = (Q_h + Q44)P²/3.

The longitudinal coefficient is therefore Q_L = (Q_h + Q44)/3, and the ratio of d_h to the longitudinal d is 3Q_h/(Q_h + Q44). With Q44 = 0.06 m⁴/C² it is 0.06/0.08 = 0.75.

Changing b12 to −0.10 × 10⁹ J m⁵/C⁴ gives such a phase with P = 0.418 C/m². Its longitudinal d is 111 pm/V and its d_h is 84 pm/V. The ratio does not depend on P or χ. It is high only because the longitudinal coefficient Q_L = 0.027 m⁴/C² is much smaller than Q11 = 0.10 m⁴/C². The hydrostatic coefficient itself rises by a factor of 1.3, which is the ratio of the polarizations, because Q_h and the longitudinal susceptibility are unchanged.

**What to do about it**

*Shield the sides.* Suppose the full pressure acts along the polar axis but only a fraction λ of it reaches the sides. Then σ3 = −p and σ1 = σ2 = −λp, so

−dP3/dp = d33 + 2λd31.

This is 316 pC/N for λ = 0, 190 pC/N for λ = 0.5 and 63 pC/N for λ = 1. Halving the lateral load triples the charge released by a small pressure. The usable pressure range shrinks, however, because an unequal load favours polarization across the axis. In this model the polar-axis state becomes unstable at about 0.18 GPa for λ = 0 and 0.33 GPa for λ = 0.5, against 2.5 GPa for λ = 1. For λ below 1 the state polarized across the axis has the lower energy at any positive pressure, so the polar-axis state is only metastable, the values for λ = 0 and 0.5 are limits of metastability, and a real domain may switch much earlier. A real mount must be assessed by the stresses it transmits, including any it adds through friction or clamping.

*Measure the hydrostatic response directly.* Subtracting two large coefficients magnifies their errors. If Q12 is wrong by 5% of its magnitude, or 0.002 m⁴/C², then Q_h is wrong by 0.004 m⁴/C², which is 20% of its value. The same applies to d_h obtained from separate measurements of d33 and d31.

*Choose the material by the right quantity.* Raising χ33P increases d_h but leaves d_h/d33 unchanged. Within the tetragonal phase, improving the ratio requires a smaller −Q12/Q11: a lower Poisson ratio when q12 is small, or a more positive q12 at fixed stiffness and q11.

*Watch the pressure range near a transition.* From the stress term above, hydrostatic pressure replaces a1 by a1 + Q_hp. The polar phase of the model disappears when p = |a1|/Q_h. This is 2.5 GPa for the original crystal but 0.25 GPa after |a1| has been reduced tenfold. A constant d_h requires pressures well below this limit, so the gain in charge per unit pressure is paid for in linear range. The open-circuit voltage does not share this gain. For χ33 much larger than the vacuum permittivity it is proportional to d_h/χ33 = 2Q_hP, which falls by a factor of √10 when |a1| is reduced tenfold.

These estimates describe the intrinsic response of one domain. In a ceramic, the orientations of the grains, the stresses between them and the motion of domain walls must be added before d33, d31 and d_h are compared with measurement. The check's output lists the main computed values.

Numbers as computed

```
Model inputs
a1 = -0.050 1e9 J m/C^2
b11 = 0.880 1e9 J m^5/C^4
b12 = 0.600 1e9 J m^5/C^4
C11 = 270.000 GPa
C12 = 180.000 GPa
C44 = 125.000 GPa
q11 = 12.600 1e9 J m/C^2
q12 = 0.000 1e9 J m/C^2
q44 = 7.500 1e9 J m/C^2
Tetragonal phase
Volume stiffness C11+2C12 = 630.0 GPa
Shape stiffness C11-C12 = 90.0 GPa
Q11 = 0.1000 m^4/C^2
Q12 = -0.0400 m^4/C^2
Q_h = Q11+2Q12 = 0.0200 m^4/C^2
Q_s = Q11-Q12 = 0.1400 m^4/C^2
Poisson ratio = 0.4000 (dimensionless)
Stress-free quartic a11 = 0.2500 1e9 J m^5/C^4
Spontaneous polarization = 0.3162 C/m^2
chi33 = 5.0000 nF/m
Strain along axis = 1.0000 percent
Strain across axis = -0.4000 percent
Volume strain = 0.2000 percent
d33 = 316.23 pm/V
d31 = -126.49 pm/V
d_h = 63.25 pm/V
d_h/d33 = 0.2000 (dimensionless)
Shear coefficient d15 = 250.31 pm/V
dP/dp = -63.25 pC/N
Changed transverse coupling q12
q12 = -1.0 1e9 J m/C^2: Q11 = 0.1063, Q12 = -0.0448 m^4/C^2
  d_h/d33 = 0.1582 (dimensionless)
q12 = +1.0 1e9 J m/C^2: Q11 = 0.0937, Q12 = -0.0352 m^4/C^2
  d_h/d33 = 0.2475 (dimensionless)
C12 = 0 GPa, b12 = 1.5 1e9 J m^5/C^4: d_h/d33 = 1.0000
Near transition, a1 = -0.0050 1e9 J m/C^2
  d33 = 1000.00 pm/V, d_h = 200.00 pm/V
  d_h/d33 = 0.2000 (dimensionless)
Paraelectric phase, a1 = 0.050 1e9 J m/C^2, load 1 GPa
1/chi33 without load = 100.00 1e6 m/F
Shift, hydrostatic pressure = 40.00 1e6 m/F
Shift, compression along axis 3 = 200.00 1e6 m/F
Shift, compression along axis 1 = -80.00 1e6 m/F
Rhombohedral phase, b12 = -0.10 1e9 J m^5/C^4
Q44 = 0.0600, Q along [111] = 0.0267 m^4/C^2
Polarization = 0.4181 C/m^2
chi along [111] = 5.0000 nF/m
d along [111] = 111.50 pm/V
d_h along [111] = 83.62 pm/V
d_h/d along [111] = 0.7500 (dimensionless)
```
